# Damped logarithmic Newton iteration for dopant cluster equilibria

## Definitions and conventions

Two singly charged donors A and B share a crystal with a neutral defect X. They form neutral clusters \(A_aB_bX\). Concentrations are in cm\(^{-3}\) and energies in eV, the natural units here. The symbols \(x_A,x_B,x_X\) denote free monomers, \(n\) and \(p\) electrons and holes, \(n_i\) the intrinsic carrier concentration, and \(N_s\) the density of lattice sites. The totals \(T_A,T_B\) count donors both free and in clusters. A donor is called active when it is free.

The model assumes local equilibrium at a fixed temperature, a dilute ideal solution, and Boltzmann carriers with \(np=n_i^2\). A cluster forms by

\[
aA^+ + bB^+ + X + (a+b)e^- \rightleftharpoons A_aB_bX .
\]

In equilibrium the chemical potentials of the two sides are equal. Each dissolved species has \(\mu=\mu^0+kT\ln(c/N_s)\), and the electrons have \(\mu_e=\mu_e^i+kT\ln(n/n_i)\). Let \(E_{ab}\) be the sum of the standard potentials on the left, with electrons at \(\mu_e^i\), minus that of the cluster. Positive \(E_{ab}\) then means binding, and

\[
c_{ab}=N_s e^{E_{ab}/kT}\left(\frac{x_A}{N_s}\right)^a\left(\frac{x_B}{N_s}\right)^b\frac{x_X}{N_s}\left(\frac{n}{n_i}\right)^{a+b}.
\]

Orientational multiplicities are absorbed in \(E_{ab}\). The unknowns will be \(y_i=\ln(x_i/1\,\mathrm{cm^{-3}})\) and \(u=\ln(n/n_i)\), collected in a vector \(y\). Every species, monomers included, then has the form

\[
c_j=\exp\Big(\ln k_j+\sum_i a_{ji}y_i\Big).
\]

A chemical monomer has a single entry 1 in its row of the matrix \(A=(a_{ji})\). Electrons have \(+1\) and holes \(-1\) in the column of \(u\), both with \(k=n_i\).

Each donor atom brings one electron, and each cluster holds \(a+b\) of them:

\[
n-p+\sum_{ab}(a+b)c_{ab}=T_A+T_B .
\]

Subtracting the two donor balances removes the clusters and leaves \(n-p=x_A+x_B\), which is charge neutrality. All balances together read \(A^{\mathsf T}c=T\), where the total belonging to \(u\) is \(T_e=T_A+T_B\).

If a reservoir fixes \(x_X\), its factor goes into \(k_j\), and the column and monomer row of X are dropped. If X is conserved, its balance is kept with \(T_X>0\). A monomer with zero total must be removed, since its logarithm has no finite solution. Defect inventories that can change sign through recombination are not treated.

## First failure: concentrations as unknowns

The reaction \(A+X\rightleftharpoons AX\) without carriers shows the difficulty. In dimensionless form, with \(K=100\), \(T_A=1\) and \(T_X=0.01\),

\[
x_A+Kx_Ax_X=1,\qquad x_X+Kx_Ax_X=0.01 .
\]

The difference is linear, \(x_A=x_X+0.99\). Inserting it in the second equation gives \(100x_X^2+100x_X-0.01=0\), or

\[
q(x_X)=x_X^2+x_X-10^{-4}=0,\qquad x_X=\tfrac12\left(-1\pm\sqrt{1.0004}\right).
\]

One root is \(9.999\times10^{-5}\), the other \(-1.0001\). The second satisfies both balances but is not a concentration.

Start Newton's method at \(x_A=0.01\), \(x_X=1\). A full step satisfies every linear equation, so \(x_A=x_X+0.99\) holds after it. The product is replaced by its tangent, \(0.01\,x_X+1\cdot x_A-0.01\). The second balance becomes

\[
x_X+100\,(1.01\,x_X+0.99-0.01)=0.01,
\]

so \(x_X=-97.99/102\approx-0.961\). From here on the iteration is Newton's method for the parabola \(q\). With \(r=-1.0001\), a step from \(z\) to \(z'\) obeys \(z'-r=(z-r)^2/q'(z)\). To the left of the vertex at \(-1/2\) the slope \(q'\) is negative, so \(z'\) lies at or below \(r\), and later steps rise towards \(r\). The method converges quadratically to the wrong root.

Clipping negative values would change the iteration without giving a reason for it to converge. Logarithmic unknowns remove the negative root from the search space altogether.

## Second failure: full steps in the logarithms

Positivity does not bring convergence. For one monomer without clusters, the equation \(e^y=T\) has the Newton step

\[
d=\frac{T-e^y}{e^y}=\frac{T}{x}-1 .
\]

If the guess is \(10^4\) times too low, the step is 9999, whereas the required change is \(\ln10^4\approx9.2\). The next exponential overflows in double precision, whose limit is near \(e^{709}\). The step needs a length control, and that requires a quantity which measures progress.

## A function whose minimum is the solution

Take

\[
F(y)=\sum_jc_j(y)-\sum_iT_iy_i .
\]

Since \(\partial c_j/\partial y_i=a_{ji}c_j\), the gradient and Hessian are

\[
g=A^{\mathsf T}c-T,\qquad H=A^{\mathsf T}\mathrm{diag}(c)A .
\]

The balances are the condition \(g=0\). For any vector \(v\),

\[
v^{\mathsf T}Hv=\sum_jc_j(Av)_j^2 .
\]

This vanishes only if \(Av=0\). The monomer and electron rows then force every component of \(v\) to vanish, so \(H\) is positive definite and \(F\) is strictly convex.

A minimum also exists. Dropping the positive cluster terms gives

\[
F\ge\sum_i\left(e^{y_i}-T_iy_i\right)+2n_i\cosh u-T_eu ,
\]

where the sum runs over the chemical monomers. Each term is bounded below and tends to \(+\infty\) in both directions of its variable: for \(y_i\to-\infty\) through \(-T_iy_i\), for \(u\to-\infty\) through the holes. Hence the sets \(F\le\text{const}\) are bounded, a minimum is attained, and strict convexity makes it unique. The model has exactly one positive equilibrium.

## Choosing the step length

The Newton direction solves \(Hd=-g\). The vector \(s=Ad\) holds the logarithmic changes of all species for a full step. Define

\[
\lambda^2=d^{\mathsf T}Hd=\sum_jc_js_j^2=-g\cdot d .
\]

After a fraction \(t\) of the step, \(c_j\) has become \(c_je^{ts_j}\). Therefore

\[
F(y+td)-F(y)=\sum_jc_j(e^{ts_j}-1)-t\,T\cdot d .
\]

Subtract and add \(t\sum_jc_js_j=t(A^{\mathsf T}c)\cdot d\). The added term combines with \(-t\,T\cdot d\) to \(t\,g\cdot d=-t\lambda^2\), so

\[
F(y+td)-F(y)=R(t)-t\lambda^2,\qquad R(t)=\sum_jc_j\left(e^{ts_j}-1-ts_j\right)\ge0 .
\]

This avoids subtracting two large, nearly equal values of \(F\). For small \(z=ts_j\), \(e^z-1\) is evaluated by a dedicated function. The remaining subtraction of \(z\) has a relative error of order machine precision divided by \(|z|\), which is harmless in an inequality with a wide margin as long as \(|z|\) is well above machine precision. Below that, rounding can at most cause a needless halving of a step that is already negligible.

Start with \(t=1\) and halve it until

\[
R(t)\le0.9\,t\lambda^2 .
\]

Each accepted step then lowers \(F\) by at least \(0.1\,t\lambda^2\). To see that the halving ends, write

\[
\frac{e^z-1-z}{z^2}=\int_0^1(1-r)e^{rz}\,dr .
\]

The right side increases with \(z\) and equals \(e-2\approx0.718\) at \(z=1\). If \(t\le1\) and all \(ts_j\le1\), then

\[
R(t)\le(e-2)t^2\lambda^2\le(e-2)t\lambda^2 ,
\]

and the step is accepted, with a decrease of at least \((3-e)t\lambda^2\approx0.28\,t\lambda^2\). A rejected \(t\) must therefore exceed \(1/\max_js_j\), and the accepted one obeys

\[
t\ge\min\left(1,\frac{1}{2\max_js_j}\right)
\]

whenever \(\max_js_j>0\); otherwise \(t=1\).

Convergence follows in exact arithmetic. The iterates stay in the bounded set where \(F\) does not exceed its starting value. There the eigenvalues of \(H\) lie between positive constants \(m\) and \(M\), the directions \(d\) are bounded, and so \(t\) has a positive lower bound. Since \(F\) is bounded below, the decreases have a finite sum, which forces \(\lambda\to0\). From \(\lambda^2=g^{\mathsf T}H^{-1}g\ge|g|^2/M\) it follows that \(g\to0\), and the unique stationary point is reached.

Once all \(s_j\le1\), full steps are accepted. Then \(g(y+d)=g+Hd+O(|d|^2)=O(|d|^2)\), so the next step is of second order in the present one.

## Third failure: a nearly singular Hessian

The proof allows any start, but floating-point arithmetic does not. Setting all free monomers equal to their totals can overfill the clusters enormously. With X held by the reservoir, consider \(v=(1,1,-1)\) in the order A, B, electron. A cluster row gives \(a+b-(a+b)=0\), so however large the clusters are,

\[
v^{\mathsf T}Hv=x_A+x_B+n+p .
\]

The diagonal of \(H\), by contrast, grows with the clusters. Scaling to \(\tilde H_{ik}=H_{ik}/\sqrt{H_{ii}H_{kk}}\) removes differences of units and magnitude but not this soft direction. Using the vector with components \(\sqrt{H_{ii}}\,v_i\), the smallest eigenvalue of \(\tilde H\) is at most \((x_A+x_B+n+p)/\mathrm{tr}\,H\). The largest is at least 1, because the diagonal elements are 1. The condition number is therefore at least \(\mathrm{tr}\,H/(x_A+x_B+n+p)\).

The remedy is to multiply all chemical monomer totals by a common factor \(f\), take \(n\) from \(n-p=f(T_A+T_B)\), and halve \(f\) from 1 until no component of \(A^{\mathsf T}c\) exceeds twice its total. This ends, because the free monomers, the difference \(n-p\) and all clusters vanish as \(f\to0\). For \(T_A=10^{21}\) in the example below, the condition number of \(\tilde H\) at the start falls from \(1.1\times10^8\) to 55. At this doping the iteration from the totals still converges, but in 22 steps instead of 6. At the formal value \(T_A=10^{23}\), above the site density, it breaks down because the scaled matrix becomes numerically singular, while the lowered start still works. This breakdown belongs to the chosen unknowns: with \(y_A+u\), \(y_B+u\) and \(u\) as variables the cluster rows have no entry for \(u\), the Newton steps are unchanged in exact arithmetic, and the start at the totals then converges in double precision, though in 54 steps. The rule lowers the condition number of the first Hessian, which still grows with doping (about \(10^3\) at \(T_A=10^{23}\)); it does not prove a bound for later ones.

The complete scheme is:

1. Choose the lowered start.
2. Compute \(c\), \(g\) and \(H\), and solve the scaled system for \(d\).
3. Halve \(t\) from 1 until \(R(t)\le0.9t\lambda^2\), then replace \(y\) by \(y+td\).
4. Stop when the largest \(|d_i|\) was below \(10^{-9}\); otherwise return to 2.

## Worked example: nine decades of doping

The parameters are round model values: \(N_s=5\times10^{22}\), \(n_i=10^{19}\), 1300 K, and \(T_B=T_A/10\). The reservoir holds \(x_X=N_se^{-2.5/kT}=1.016\times10^{13}\), with \(kT=0.11203\) eV. Ten clusters with up to four donors are included; their binding energies stand in the numerical output below.

Up to \(T_A=10^{19}\) the clusters take at most about \(10^{-5}\) of the donors. The start, which solves the problem without clusters, is then almost the solution, and two iterations suffice. At \(10^{20}\) and \(10^{21}\) six are needed. Independent solutions by nested bracketing agree within \(10^{-8}\) in \(\ln x_A\) and \(\ln x_B\) at six dopings across the range.

At \(T_A=10^{21}\) the solution has \(x_A=1.061\times10^{20}\), \(x_B=5.40\times10^{19}\) and \(n=1.607\times10^{20}\). The population of \(A_4X\) follows from the exponent

\[
\frac{3.40}{0.11203}+4\ln\frac{1.061\times10^{20}}{5\times10^{22}}-\frac{2.5}{0.11203}+4\ln16.07
\]
\[
\approx30.35-24.62-22.32+11.11=-5.48 ,
\]

so \(c_{40}\approx5\times10^{22}e^{-5.48}\approx2.09\times10^{20}\). These clusters hold \(8.35\times10^{20}\) of the \(10^{21}\) A atoms. The active fraction is \((1.061+0.540)/11.0=0.146\).

Donor B remains 54% free, against 11% for A. Its four-donor cluster is rarer than \(A_4X\) by \((x_B/x_A)^4e^{-0.4/kT}\approx0.067\times0.028\approx0.0019\), and most trapped B sits in \(A_2B_2X\).

At \(T_A=10^{20}\) the last four steps above \(10^{-13}\) have largest components 0.21, \(1.9\times10^{-2}\), \(1.8\times10^{-4}\) and \(1.7\times10^{-8}\). Each of the last two is about half the square of its predecessor. The nearly constant ratio to the square shows quadratic convergence; the value one half belongs to this example.

For the same doping, a guess with both donors \(10^4\) below their totals gives the full step 9999. The accepted first fraction is \(2^{-10}\), which raises \(\ln x_A\) by 9.8; the solution requires \(\ln(7.74\times10^{19}/10^{16})\approx9.0\). The guaranteed lower bound on \(t\) is far smaller, about \(1/(8\times10^4)\), because \(A_4X\) has \(s_j\approx4\times10^4\). The decrease test weights each species by \(c_j\). Here \(A_4X\) is still negligible at the end of the accepted step and does not shorten it. From this guess nine iterations suffice. For other guesses, and more often at higher doping, a cluster that is rare at the start can grow enough within the trial step to force further halving.

## Activation limits and their causes

The solved Hessian also gives sensitivities. Differentiating \(g=0\) with respect to the totals yields \(H\,dy=dT\). If all totals grow in proportion, \(dy/d\ln T=H^{-1}T\). The logarithmic slope of the active concentration is 0.44 at \(T_A=10^{20}\) and 0.19 at \(10^{21}\).

The limiting slope follows by scaling. Suppose four-donor clusters hold nearly all donors, \(x_X\) is fixed, and \(n\gg n_i\), so that \(n\approx x_A+x_B\). Multiplying \(x_A\) and \(x_B\) by \(\sigma\) multiplies every four-donor cluster by \(\sigma^4\) from the donors and \(\sigma^4\) from the captured electrons. Both totals grow as \(\sigma^8\), and

\[
x_A+x_B\propto T^{1/8}.
\]

With \(n\) held constant the second factor is absent and the power is \(1/4\). At the formal value \(T_A=10^{26}\) the computed slopes are 0.125 and 0.250. This exceeds the site density and checks the equations, not a material. The exponents also depend on ending the cluster list at four donors.

Two changes at \(T_A=10^{21}\) separate the causes of deactivation. Freezing \(n=n_i\), which deliberately abandons neutrality, raises the active fraction from 0.146 to 0.93. In the coupled solution the electrons multiply the four-donor populations by \(16.07^4\approx6.7\times10^4\), so the rise of the Fermi level is essential here.

The other condition is the supply of X. The clusters in the reservoir case contain about \(2.4\times10^{20}\) defects. If instead \(T_X=10^{19}\) is conserved, each defect traps at most four donors, and

\[
\text{active fraction}\ge1-\frac{4\times10^{19}}{1.1\times10^{21}}=0.9636 .
\]

The computed fraction equals this bound to four digits: nearly every X sits in a four-donor cluster. Free X falls to \(3.8\times10^4\), or one defect in \(2.6\times10^{-5}\) cm\(^3\), which in a small device is only a formal average.

The numerical scheme does not decide which supply condition applies; that depends on whether defects can arrive during the anneal. Nor does it repair the model at high doping, where degenerate carriers, interactions between dopants and larger clusters can change the mass-action law. The top of the example already touches this limit. For a silicon-like band density \(N_c\approx2.5\times10^{20}\) at 1300 K, \(n=1.6\times10^{20}\) is at the onset of degeneracy and the \(n\approx10^{21}\) of the conserved-X case is degenerate. With Fermi–Dirac electrons the active fraction at \(T_A=10^{21}\) in the reservoir case is about 0.13 instead of 0.146, and the slope about 0.17 instead of 0.19. The lower bound for conserved X only counts atoms and is unaffected. If such corrections make \(k_j\) depend on \(y\), the formulas for \(g\) and \(H\) no longer follow from this \(F\), and uniqueness and convergence must be examined anew.

## Table of computed values

```
temperature 1300 K, kT = 0.11203 eV
sites 5.0e+22, n_i 1.0e+19, reservoir X 1.016e+13 cm^-3
formation free energy of X 2.5 eV
AX test: K 100, totals [1.   0.01], guess [0.01 1.  ] (dimensionless)
  linear Newton root: A -0.010100, X -1.000100
  log Newton root: A 0.990100, X 9.9990e-05, 12 iterations
columns: T_A, free A, free B, n (cm^-3), active fraction, iterations
  1e+12 1.0000e+12 1.0000e+11 1.0000e+19 1.00000 2
  1e+13 1.0000e+13 1.0000e+12 1.0000e+19 1.00000 2
  1e+14 1.0000e+14 1.0000e+13 1.0000e+19 1.00000 2
  1e+15 1.0000e+15 1.0000e+14 1.0001e+19 1.00000 2
  1e+16 1.0000e+16 1.0000e+15 1.0006e+19 1.00000 2
  1e+17 1.0000e+17 1.0000e+16 1.0055e+19 1.00000 2
  1e+18 1.0000e+18 1.0000e+17 1.0565e+19 1.00000 2
  1e+19 9.9999e+18 1.0000e+18 1.6913e+19 0.99999 2
  1e+20 7.7358e+19 9.9253e+18 8.8414e+19 0.79348 6
  1e+21 1.0611e+20 5.3990e+19 1.6072e+20 0.14555 6
clusters at T_A = 1e21: (a,b), binding eV, concentration cm^-3
  (1, 0) 0.90 1.069e+15
  (2, 0) 1.80 1.125e+17
  (3, 0) 2.60 4.845e+18
  (4, 0) 3.40 2.087e+20
  (0, 1) 0.80 2.228e+14
  (0, 2) 1.60 4.884e+15
  (0, 3) 2.30 4.384e+16
  (0, 4) 3.00 3.936e+17
  (1, 1) 1.75 3.662e+16
  (2, 2) 3.30 2.213e+19
last steps max|d| at T_A = 1e20: 2.06e-01 1.88e-02 1.83e-04 1.69e-08 ; order 2.00
low guess A 1e16, B 1e15, n = n_i at T_A = 1e20: full step 9999.0, first t 9.766e-04, 9 iterations
100 random low starts: 7 to 12 iterations
least decrease/(t lambda^2) 0.8690, bound 0.2817
scaled Hessian condition at T_A = 1e21: start at totals 1.06e+08, lowered start 5.46e+01
d ln(active)/d ln(T): 0.4382 at 1e20, 0.1877 at 1e21
formal limit T_A = 1e26: slope 0.1250, frozen n 0.2504
active fraction at T_A = 1e21: coupled n 0.1455, frozen n = n_i 0.9318
conserved X total 1e+19 cm^-3: active fraction 0.9636, lower bound 0.9636
  free X 3.821e+04 cm^-3, 12 iterations
```
